# In-plane field and Dirac-cone displacement in 1.1 degree twisted graphene: test program

```python
"""Twisted bilayer graphene in an in-plane magnetic field B.
Result under test: the field displaces the Dirac cone of the top sheet
relative to the bottom one by delta = d z_hat x B (atomic units, charge -1),
and |delta| / k_theta = B d / (2 K sin(theta/2)) is about 1.6 percent
at 10 T and 1.1 degrees.
d: sheet spacing, a: lattice constant, K = 4 pi/(3 a), theta: twist angle,
k_theta: twist-induced cone separation, w0 and w1: AA and AB tunnelling,
v: Dirac velocity, alpha_i = w_i/(hbar v k_theta).
Lengths in angstrom, wave vectors in 1/angstrom, energies in eV.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, fsolve, minimize_scalar

a, d, theta_deg, B_tesla = 2.46, 3.35, 1.1, 10.0
velocity, w0, w1 = 0.9e6, 0.08, 0.11
theta = np.radians(theta_deg)
K = 4 * np.pi / (3 * a)
hv = sc.hbar * velocity / sc.e * 1e10
bohr = sc.physical_constants["Bohr radius"][0] * 1e10
B_unit = sc.physical_constants["atomic unit of mag. flux density"][0]
B_au = B_tesla / B_unit
b_field = B_au / bohr**2            # e B / hbar in 1/angstrom^2
delta = b_field * d
k_theta = 2 * K * np.sin(theta / 2)
ratio = delta / k_theta
moire = a / (2 * np.sin(theta / 2))
x_hat, y_hat = np.array([1.0, 0.0]), np.array([0.0, 1.0])


def rotation(angle):
    c, s = np.cos(angle), np.sin(angle)
    return np.array([[c, -s], [s, c]])


# Flux form of the ratio, evaluated separately in SI units
flux_fraction = B_tesla * d * moire * 1e-20 / (sc.h / sc.e)
assert abs(1.5 * flux_fraction / ratio - 1) < 1e-7
assert 0.0155 < ratio < 0.0165


# Schroedinger equation across a sheet of finite width: band minimum in k
def well_minimum(center, field):
    z = np.linspace(-15, 15, 1501)
    h = z[1] - z[0]
    off = np.full(len(z) - 1, -0.5 / h**2)

    def energy(k):
        diag = 1 / h**2 - 2 / np.cosh(z - center)**2 + 0.5 * (k + field * z)**2
        return eigh_tridiagonal(diag, off, eigvals_only=True,
                                select="i", select_range=(0, 0))[0]

    guess = -field * center
    return brentq(lambda k: energy(k + 0.01) - energy(k - 0.01),
                  guess - 0.04, guess + 0.05, xtol=1e-12)


d_au, strong_field = d / bohr, 0.01
well_shift = (well_minimum(-d_au / 2, strong_field)
              - well_minimum(d_au / 2, strong_field))
assert abs(well_shift / (strong_field * d_au) - 1) < 1e-5


# Cone positions as roots of the lattice structure factor with Peierls phases
def vector_potential(z, field):
    return z * np.array([field[1], -field[0]])


def lattice_cone(angle, z, field, corner, scale=1.0):
    bonds = scale * a * np.array([[0, 1 / np.sqrt(3)],
                                  [0.5, -0.5 / np.sqrt(3)],
                                  [-0.5, -0.5 / np.sqrt(3)]])
    bonds = bonds @ rotation(angle).T
    phases = bonds @ vector_potential(z, field)

    def factor(k):
        f = np.sum(np.exp(1j * (bonds @ k + phases)))
        return [f.real, f.imag]

    return fsolve(factor, rotation(angle) @ corner, xtol=1e-13)


def lattice_separation(field, corner, twist=theta):
    return (lattice_cone(twist / 2, d / 2, field, corner)
            - lattice_cone(-twist / 2, -d / 2, field, corner))


zero = np.zeros(2)
for valley in (1, -1):
    for direction in (x_hat, y_hat):
        field = b_field * direction
        expected = (valley * k_theta * y_hat
                    + d * np.array([-field[1], field[0]]))
        found = lattice_separation(field, valley * K * x_hat)
        assert np.linalg.norm(found - expected) < 1e-5 * delta
sep_plus = np.linalg.norm(lattice_separation(b_field * x_hat, K * x_hat))
sep_minus = np.linalg.norm(lattice_separation(b_field * x_hat, -K * x_hat))
turned = lattice_separation(b_field * y_hat, K * x_hat)
turn_deg = np.degrees(np.arctan2(abs(turned[0]), turned[1]))
corner_changes = []
for j in range(3):
    corner = rotation(2 * np.pi * j / 3) @ (K * x_hat)
    length = np.linalg.norm(lattice_separation(b_field * x_hat, corner))
    corner_changes.append(100 * (length / k_theta - 1))
assert abs(sum(corner_changes)) < 0.05   # only second order in the field

# Twist error and relative biaxial strain with the same displacement
equal_twist = delta / K
twisted_more = np.linalg.norm(
    lattice_separation(zero, K * x_hat, theta + equal_twist))
assert abs((twisted_more - k_theta) / delta - 1) < 1e-3
equal_strain = delta / K
strained = lattice_cone(0, 0, zero, K * x_hat, 1 + equal_strain)
assert abs(np.linalg.norm(strained - K * x_hat) / delta - 1) < 1e-3


# Gauge independence on a finite, strongly twisted bilayer flake
def flake_spectrum(potential):
    points = []
    for n in range(-3, 4):
        for m in range(-3, 4):
            cell = a * np.array([n + m / 2, m * np.sqrt(3) / 2])
            for basis in (zero, np.array([0, a / np.sqrt(3)])):
                if np.linalg.norm(cell + basis) < 2.1 * a:
                    points.append(cell + basis)
    points = np.array(points)
    sheets = [np.column_stack([points @ rotation(s * 0.1).T,
                               np.full(len(points), s * d / 2)])
              for s in (-1, 1)]
    r = np.vstack(sheets)
    h = np.zeros((len(r), len(r)), complex)
    for i in range(len(r)):
        for j in range(i):
            step = r[i] - r[j]
            dist = np.linalg.norm(step)
            if abs(step[2]) < 1e-9:
                hop = -2.7 if dist < 1.1 * a / np.sqrt(3) else 0.0
            else:
                hop = 0.4 * np.exp(-(dist - d) / 0.5)
            # the midpoint rule is exact for a potential linear in position
            phase = potential((r[i] + r[j]) / 2) @ step
            h[i, j] = hop * np.exp(-1j * phase)
            h[j, i] = np.conj(h[i, j])
    return np.linalg.eigvalsh(h)


bx, by = 0.04, 0.025
spectrum_plane = flake_spectrum(lambda r: np.array([by * r[2], -bx * r[2], 0]))
spectrum_normal = flake_spectrum(
    lambda r: np.array([0, 0, bx * r[1] - by * r[0]]))
spectrum_zero = flake_spectrum(lambda r: np.zeros(3))
gauge_error = np.max(abs(spectrum_plane - spectrum_normal))
assert gauge_error < 1e-10
assert np.max(abs(spectrum_plane - spectrum_zero)) > 1e-3

# Continuum model with tunnelling, valley K, field along x
sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])


class Continuum:
    def __init__(self, twist, cutoff):
        self.kt = 2 * K * np.sin(twist / 2)
        q = self.kt * np.array([[0, -1], [np.sqrt(3) / 2, 0.5],
                                [-np.sqrt(3) / 2, 0.5]])
        self.b1, self.b2 = q[1] - q[0], q[2] - q[0]
        sites, layers = [], []
        for n in range(-9, 10):
            for m in range(-9, 10):
                for layer in (0, 1):          # 0 bottom, 1 top
                    site = n * self.b1 + m * self.b2 + layer * q[0]
                    if np.linalg.norm(site) < cutoff * self.kt:
                        sites.append(site)
                        layers.append(layer)
        self.sites, self.layers = np.array(sites), np.array(layers)
        self.count = len(sites)
        self.tunnel = np.zeros((2 * self.count, 2 * self.count), complex)
        for i in np.where(self.layers == 0)[0]:
            for j in np.where(self.layers == 1)[0]:
                for s in range(3):
                    gap = self.sites[j] - self.sites[i] - q[s]
                    if np.linalg.norm(gap) < 1e-6 * self.kt:
                        phi = 2 * np.pi * s / 3
                        t = w0 * np.eye(2) + w1 * (np.cos(phi) * sx
                                                   + np.sin(phi) * sy)
                        self.tunnel[2*i:2*i+2, 2*j:2*j+2] = t
                        self.tunnel[2*j:2*j+2, 2*i:2*i+2] = t.conj().T

    def middle(self, k, field):
        p = self.sites + k
        heights = np.where(self.layers == 1, d / 2, -d / 2)
        p = p + np.array([vector_potential(z, field * x_hat) for z in heights])
        h = self.tunnel.copy()
        i = np.arange(self.count)
        h[2*i, 2*i+1] = hv * (p[:, 0] - 1j * p[:, 1])
        h[2*i+1, 2*i] = hv * (p[:, 0] + 1j * p[:, 1])
        e = np.linalg.eigvalsh(h)
        return e[self.count - 1:self.count + 1]

    def splitting(self, k, field):
        e = self.middle(k, field)
        return e[1] - e[0]

    def flat_bands(self, mesh, field):
        steps = (np.arange(mesh) - mesh // 2) / mesh
        return np.array([self.middle(u * self.b1 + s * self.b2, field)
                         for u in steps for s in steps])


def shell_factors(kt):
    a0, a1 = w0 / (hv * kt), w1 / (hv * kt)
    norm = 1 + 3 * a0**2 + 3 * a1**2
    return (1 - 3 * a1**2) / norm, (1 + 3 * a1**2) / norm


# One-shell formulas against the one-shell matrix at 1.1 degrees
one_shell = Continuum(theta, 1.01)
assert one_shell.count == 4
even_factor, odd_factor = shell_factors(k_theta)
weak = b_field / 100
assert abs(one_shell.splitting(zero, weak)
           / (hv * weak * d * odd_factor) - 1) < 2e-3
small_k = 1e-5 * k_theta
assert abs(one_shell.splitting(small_k * x_hat, 0.0)
           / (2 * hv * small_k * even_factor) - 1) < 2e-3

# Amplified displacement of hybridized cones, many shells, larger twist
test_deg = 5.0
wide = Continuum(np.radians(test_deg), 5.0)


def hybrid_shift(origin, sign):
    limits = sorted((-0.3 * sign * delta, 1.5 * sign * delta))
    fit = minimize_scalar(
        lambda y: wide.splitting(origin + y * y_hat, b_field),
        bounds=limits, method="bounded", options={"xatol": 1e-9})
    return fit.x


hybrid_relative = (hybrid_shift(wide.kt * y_hat, 1) - hybrid_shift(zero, -1))
wide_even, wide_odd = shell_factors(wide.kt)
amplification = hybrid_relative / delta
assert abs(amplification / (wide_odd / wide_even) - 1) < 0.01
assert amplification > 1.05

# Flat bands at 1.1 degrees with many shells
model = Continuum(theta, 7.0)
smaller = Continuum(theta, 6.0)
cut_error = np.max(abs(model.flat_bands(6, b_field)
                       - smaller.flat_bands(6, b_field)))
assert cut_error < 1e-4
bands_zero = model.flat_bands(12, 0.0)
bands_field = model.flat_bands(12, b_field)
width_zero = bands_zero.max() - bands_zero.min()
width_field = bands_field.max() - bands_field.min()
band_change = np.max(abs(bands_field - bands_zero))
full_splitting = model.splitting(zero, b_field)

# Sizes of effects outside the estimate
mu_B = sc.physical_constants["Bohr magneton in eV/T"][0]
zeeman = 2 * mu_B * B_tesla
thermal = sc.k * 4.0 / sc.e
cell_area = np.sqrt(3) / 2 * moire**2
tilt_flux = (B_tesla * np.sin(np.radians(1.0)) * cell_area * 1e-20
             / (sc.h / sc.e))
thickness = 1.0
diamagnetic = (sc.hbar**2 / (2 * sc.m_e) * (b_field * thickness * 1e10)**2
               / sc.e)
d_AA = 3.6

print(f"lattice constant a = {a:.2f} angstrom")
print(f"sheet spacing d = {d:.2f} angstrom")
print(f"twist angle = {theta_deg:.1f} degree")
print(f"in-plane field = {B_tesla:.1f} T")
print(f"field in atomic units = {B_au:.4e}")
print(f"spacing in atomic units = {d_au:.4f}")
print(f"corner wave vector K = {K:.4f} 1/angstrom")
print(f"twist separation k_theta = {k_theta:.5f} 1/angstrom")
print(f"  the same = {10 * k_theta:.4f} 1/nm")
print(f"field displacement B d = {delta:.4e} 1/angstrom")
print(f"  the same = {10 * delta:.4e} 1/nm")
print(f"ratio = {100 * ratio:.3f} percent")
print(f"moire period = {moire:.1f} angstrom")
print(f"flux through d x period = {flux_fraction:.5f} flux quanta")
print(f"field for ratio one = {B_tesla / ratio:.0f} T")
print(f"finite-width wells: shift/(B d) = {well_shift/(strong_field*d_au):.6f}")
print(f"B along K, valley K: separation = {sep_plus:.5f} 1/angstrom")
print(f"B along K, valley K': separation = {sep_minus:.5f} 1/angstrom")
print(f"B normal to K: separation turns by {turn_deg:.3f} degree")
print("three corners, length change = "
      + ", ".join(f"{c:+.3f}" for c in corner_changes) + " percent")
print(f"flake, largest gauge difference = {gauge_error:.1e} eV")
print(f"Dirac velocity = {velocity:.2e} m/s")
print(f"hbar v = {hv:.3f} eV angstrom")
print(f"tunnelling w0, w1 = {w0:.3f}, {w1:.3f} eV")
print(f"alpha0, alpha1 = {w0/(hv*k_theta):.4f}, {w1/(hv*k_theta):.4f}")
print(f"twist energy hbar v k_theta = {hv * k_theta:.4f} eV")
print(f"field energy hbar v B d = {hv * delta:.5f} eV")
print(f"one-shell even factor = {even_factor:.4f}")
print(f"one-shell odd factor = {odd_factor:.4f}")
print(f"one-shell doublet splitting = {hv*delta*odd_factor:.5f} eV")
print(f"many-shell doublet splitting = {full_splitting:.5f} eV")
print(f"flat-pair width, no field (12x12 mesh) = {width_zero:.5f} eV")
print(f"flat-pair width, 10 T (12x12 mesh) = {width_field:.5f} eV")
print(f"largest flat-band change at fixed k = {band_change:.5f} eV")
print(f"flat-band cutoff error = {cut_error:.1e} eV")
print(f"amplification at {test_deg:.0f} degree, many shells = "
      f"{amplification:.4f}")
print(f"amplification at {test_deg:.0f} degree, one-shell formula = "
      f"{wide_odd / wide_even:.4f}")
print(f"ratio with spacing {d_AA:.1f} angstrom = {100*ratio*d_AA/d:.3f} percent")
print(f"twist error of equal effect = {np.degrees(equal_twist):.4f} degree")
print(f"biaxial strain of equal effect = {100*equal_strain:.4f} percent")
print(f"Zeeman splitting (g = 2) = {zeeman:.5f} eV")
print(f"thermal energy at 4 K = {thermal:.5f} eV")
print(f"moire-cell flux, 1 degree tilt = {tilt_flux:.5f} flux quanta")
print(f"diamagnetic energy, {thickness:.1f} angstrom rms thickness = "
      f"{diamagnetic:.1e} eV")
print("all good")
```

Running it gives:

```
lattice constant a = 2.46 angstrom
sheet spacing d = 3.35 angstrom
twist angle = 1.1 degree
in-plane field = 10.0 T
field in atomic units = 4.2544e-05
spacing in atomic units = 6.3306
corner wave vector K = 1.7028 1/angstrom
twist separation k_theta = 0.03269 1/angstrom
  the same = 0.3269 1/nm
field displacement B d = 5.0895e-04 1/angstrom
  the same = 5.0895e-03 1/nm
ratio = 1.557 percent
moire period = 128.1 angstrom
flux through d x period = 0.01038 flux quanta
field for ratio one = 642 T
finite-width wells: shift/(B d) = 1.000000
B along K, valley K: separation = 0.03320 1/angstrom
B along K, valley K': separation = 0.03218 1/angstrom
B normal to K: separation turns by 0.892 degree
three corners, length change = +1.557, -0.769, -0.769 percent
flake, largest gauge difference = 1.6e-14 eV
Dirac velocity = 9.00e+05 m/s
hbar v = 5.924 eV angstrom
tunnelling w0, w1 = 0.080, 0.110 eV
alpha0, alpha1 = 0.4131, 0.5680
twist energy hbar v k_theta = 0.1937 eV
field energy hbar v B d = 0.00302 eV
one-shell even factor = 0.0129
one-shell odd factor = 0.7936
one-shell doublet splitting = 0.00239 eV
many-shell doublet splitting = 0.00208 eV
flat-pair width, no field (12x12 mesh) = 0.00462 eV
flat-pair width, 10 T (12x12 mesh) = 0.00529 eV
largest flat-band change at fixed k = 0.00138 eV
flat-band cutoff error = 8.7e-07 eV
amplification at 5 degree, many shells = 1.1002
amplification at 5 degree, one-shell formula = 1.0984
ratio with spacing 3.6 angstrom = 1.673 percent
twist error of equal effect = 0.0171 degree
biaxial strain of equal effect = 0.0299 percent
Zeeman splitting (g = 2) = 0.00116 eV
thermal energy at 4 K = 0.00034 eV
moire-cell flux, 1 degree tilt = 0.00600 flux quanta
diamagnetic energy, 1.0 angstrom rms thickness = 8.8e-08 eV
all good
```
